# Half-occupation estimates of vertical defect levels and their curvature error, part 1

(Sections cited here and not found follow in the second part.)

## The transition energy and the midpoint eigenvalue

Q: You want to put half an electron into a defect level and read off an eigenvalue. No isolated defect has half an electron in a charge state. Which well-defined energy is this eigenvalue meant to approximate?

A: A difference between two total energies with whole electrons. Let the defect have charge \(q\) when a particular level is empty and charge \(q-1\) when it holds one electron; charges are in units of the elementary charge. All nuclei stay at the same positions \(R\). Call the two electronic total energies, including the repulsion between nuclei, \(E(0)\) and \(E(1)\).

The electrons are exchanged with a reservoir of chemical potential \(\mu\). Apart from terms common to both charge states, the formation energies are

\[
F_q=E(0)+q\mu,\qquad F_{q-1}=E(1)+(q-1)\mu .
\]

The sign of the \(\mu\) term follows from the charge: a defect of charge \(q\) has given \(q\) electrons to the reservoir. The atomic chemical potentials cancel in the comparison because both states contain the same atoms. Setting \(F_q=F_{q-1}\) gives

\[
\mu=\Delta,\qquad \Delta=E(1)-E(0).
\]

Measured from a band edge \(\epsilon_{\rm edge}\), the vertical transition level is \(\Delta-\epsilon_{\rm edge}\). The total energies, the defect eigenvalue and the band edge must share one zero of potential.

Q: Why insist on the same nuclear positions? Real defects relax when they change charge.

A: They do, and that is a separate contribution. The word vertical means that \(R\) is held fixed. For removal of the electron one would normally take the relaxed geometry of the filled state, and for capture that of the empty state. These choices generally give different values of \(\Delta\). A thermodynamic transition level instead compares each charge state in its own relaxed geometry. Nothing below supplies that relaxation energy.

Q: Then calculate both total energies and subtract. Where does the fractional electron enter?

A: It supplies a path between the two endpoints. Give the level an occupation \(f\), with \(0\le f\le1\), and leave the other occupations fixed. I use a Kohn–Sham functional whose Hartree and exchange-correlation parts depend explicitly on the density. In Rydberg atomic units the kinetic operator is \(-\nabla^2\) and the repulsion between two electrons is \(2/|\mathbf r-\mathbf r'|\). Thus

\[
\mathcal E=\sum_i f_i\langle\phi_i|-\nabla^2+v|\phi_i\rangle
+E_{\rm Hxc}[n]+E_{\rm nuc},
\qquad n=\sum_i f_i|\phi_i|^2 .
\]

Here \(v\) is the potential of the nuclei, \(E_{\rm nuc}\) is their mutual repulsion, and the index \(i\) includes spin. At each \(f\), the orbitals make \(\mathcal E\) stationary under the constraint that they stay orthonormal. The resulting energy is \(E(f)\). The interior of the path is a mathematical continuation of the functional and need not describe a physical state. What matters is that its endpoints are the two required energies.

Q: The orbitals change along that path. Why should the slope of the total energy be a single eigenvalue?

A: Because the energy is stationary with respect to those changes. The orbitals satisfy

\[
h\phi_i=\epsilon_i\phi_i,\qquad
h=-\nabla^2+v+v_{\rm Hxc},\qquad
v_{\rm Hxc}(\mathbf r)=\frac{\delta E_{\rm Hxc}}{\delta n(\mathbf r)} .
\]

Let \(\phi\) be the defect orbital and \(\epsilon(f)\) its eigenvalue. Differentiating the explicit occupation in \(\mathcal E\) gives

\[
\langle\phi|-\nabla^2+v|\phi\rangle
+\int v_{\rm Hxc}|\phi|^2\,d^3r
=\langle\phi|h|\phi\rangle=\epsilon(f).
\]

The orbital changes contribute

\[
\sum_i f_i\left(
\left\langle\frac{d\phi_i}{df}\middle|h\middle|\phi_i\right\rangle
+\left\langle\phi_i\middle|h\middle|\frac{d\phi_i}{df}\right\rangle
\right)
=\sum_i f_i\epsilon_i\frac{d}{df}\langle\phi_i|\phi_i\rangle=0 .
\]

The first equality uses the eigenvalue equation, and the second uses normalization. The nuclear repulsion is constant at fixed \(R\). This proves Janak's relation for the functional considered here:

\[
\frac{dE}{df}=\epsilon(f).
\]

Relaxation of the orbitals is present in \(\epsilon(f)\), since the eigenvalue is recalculated at each occupation. Integration along a continuous path gives

\[
\Delta=\int_0^1\epsilon(f)\,df .
\]

Q: That replaces two total energies by infinitely many eigenvalues. Why may one of them stand for the whole integral?

A: The midpoint value equals the average if the eigenvalue varies linearly. For \(\epsilon(f)=a+bf\),

\[
\int_0^1(a+bf)\,df=a+\frac b2=\epsilon\!\left(\tfrac12\right).
\]

The Slater–Janak half-occupation estimate is therefore

\[
\Delta\approx\epsilon\!\left(\tfrac12\right).
\]

The fractional-charge curvature is \(\kappa(f)=E''(f)=\epsilon'(f)\). In the linear case \(\kappa=b\). This may be large, but the midpoint estimate still has no error.

Q: So curvature is harmless? I was expecting it to be the error.

A: Uniform curvature is harmless at the midpoint. To see what remains, subtract the midpoint eigenvalue inside the integral. Define \(g(f)=\epsilon(f)-\epsilon(1/2)\), so that \(g(1/2)=0\) and \(g'=\kappa\). On the left half, integration by parts gives

\[
\int_0^{1/2}g\,df=[fg]_0^{1/2}-\int_0^{1/2}f\kappa\,df
=-\int_0^{1/2}f\kappa\,df .
\]

The boundary term vanishes at the midpoint because \(g=0\), and at zero if \(fg\to0\). On the right half, use \(-(1-f)\) as the antiderivative of one:

\[
\int_{1/2}^{1}g\,df=[-(1-f)g]_{1/2}^{1}
+\int_{1/2}^{1}(1-f)\kappa\,df
=\int_{1/2}^{1}(1-f)\kappa\,df .
\]

This boundary term vanishes for the corresponding reasons. Adding the halves yields

\[
\Delta-\epsilon\!\left(\tfrac12\right)
=\int_{1/2}^{1}(1-f)\kappa(f)\,df
-\int_0^{1/2}f\kappa(f)\,df .
\]

Now put \(f=1/2+x\) on the right and \(f=1/2-x\) on the left. Both weights become \(1/2-x\), and

\[
\Delta-\epsilon\!\left(\tfrac12\right)
=\int_0^{1/2}\left(\tfrac12-x\right)
\left[\kappa\!\left(\tfrac12+x\right)-\kappa\!\left(\tfrac12-x\right)\right]dx .
\]

Only a difference between curvatures at equal distances from half filling enters. Any part of \(\kappa\) that is even about the midpoint cancels.

Q: Then what is the leading error, with its sign and factor?

A: Suppose \(\kappa\) is smooth. The difference in the square bracket has the expansion

\[
2x\,\kappa'\!\left(\tfrac12\right)
+\frac{x^3}{3}\kappa'''\!\left(\tfrac12\right)+\cdots .
\]

The first integral is

\[
\int_0^{1/2}\left(\tfrac12-x\right)2x\,dx
=\left[\frac{x^2}{2}-\frac{2x^3}{3}\right]_0^{1/2}
=\frac18-\frac1{12}=\frac1{24}.
\]

The second is

\[
\frac13\int_0^{1/2}\left(\tfrac12-x\right)x^3dx
=\frac13\left(\frac1{128}-\frac1{160}\right)=\frac1{1920}.
\]

Since \(\kappa'=E'''\) and \(\kappa'''=E^{(5)}\),

\[
\Delta=\epsilon\!\left(\tfrac12\right)
+\frac{E'''(1/2)}{24}+\frac{E^{(5)}(1/2)}{1920}+\cdots .
\]

The error of the estimate, relative to the total-energy difference of the same functional, is therefore

\[
\epsilon\!\left(\tfrac12\right)-\Delta
\approx-\frac{\kappa'(1/2)}{24}.
\]

If curvature decreases throughout the filling, the integral above shows that the half-occupation eigenvalue lies too high; if it increases throughout, the eigenvalue lies too low. Otherwise the sign of \(\kappa'(1/2)\) decides only when the higher terms are small.

Q: An occupation change of one is not small. In what sense is this term leading?

A: It is leading when the higher derivatives are small enough. To display the order, consider an interval of length \(\lambda\) centred at \(f_0\), lying inside the smooth region. Integrating the Taylor series of \(\epsilon\) from \(-\lambda/2\) to \(\lambda/2\) removes the odd powers and gives

\[
E\!\left(f_0+\tfrac\lambda2\right)-E\!\left(f_0-\tfrac\lambda2\right)
=\lambda\epsilon(f_0)+\frac{\lambda^3}{24}E'''(f_0)
+\frac{\lambda^5}{1920}E^{(5)}(f_0)+\cdots .
\]

The physical transition has \(\lambda=1\), so smallness must come from the derivatives. There is also a bound that does not require the series. If \(|\kappa'|\le M\) throughout the interval, the curvature difference at distance \(x\) is at most \(2xM\) in magnitude. The integral just evaluated then gives \(|\Delta-\epsilon(1/2)|\le M/24\).

Q: Would an ordinary eigenvalue at zero or full occupation not serve nearly as well?

A: It has an error already at first order in the curvature. With \(\kappa\) and \(\kappa'\) evaluated at half filling,

\[
\epsilon(0)=\epsilon\!\left(\tfrac12\right)-\frac\kappa2+\frac{\kappa'}8+\cdots,
\qquad
\epsilon(1)=\epsilon\!\left(\tfrac12\right)+\frac\kappa2+\frac{\kappa'}8+\cdots .
\]

Subtract \(\Delta=\epsilon(1/2)+\kappa'/24+\cdots\). Since \(1/8-1/24=1/12\),

\[
\epsilon(0)-\Delta\approx-\frac\kappa2+\frac{\kappa'}{12},\qquad
\epsilon(1)-\Delta\approx\frac\kappa2+\frac{\kappa'}{12}.
\]

The next terms are \(-\kappa''/48\) and \(+\kappa''/48\), from the cubic term of the eigenvalue expansion.

Q: I do not have a third derivative of the total energy. Can I estimate the correction from ordinary calculations?

A: Add the two endpoint expansions. Their linear terms cancel, leaving \(\epsilon(0)+\epsilon(1)-2\epsilon(1/2)=\kappa'/4+\cdots\). Division by six produces the required coefficient:

\[
\Delta-\epsilon\!\left(\tfrac12\right)\approx
\frac{\epsilon(0)+\epsilon(1)-2\epsilon(1/2)}6 .
\]

If endpoint curvatures are available, \(\kappa(1)-\kappa(0)=\kappa'(1/2)+\cdots\), so another estimate is

\[
\Delta-\epsilon\!\left(\tfrac12\right)\approx
\frac{\kappa(1)-\kappa(0)}{24}.
\]

Both agree with the leading term; they differ from it and from each other at the order of the fifth energy derivative.

Q: A charged defect in a periodic cell has an artificial energy that depends on charge. Does half occupation remove it?

A: No. Consider an added term \(AQ^2\), where \(Q=q-f\) and \(A\) does not depend on \(f\). It changes the total-energy difference by

\[
A[(q-1)^2-q^2]=A(1-2q).
\]

It changes the midpoint slope by

\[
\left.\frac d{df}A(q-f)^2\right|_{f=1/2}
=-2A\left(q-\tfrac12\right)=A(1-2q).
\]

The two changes are equal. The eigenvalue therefore needs the same correction as the total-energy difference. This argument covers a quadratic term with fixed \(A\); it does not cover a correction whose coefficient changes with the defect density.

Q: What if the calculation switches to another electronic solution along the way?

A: Then the smooth expansion fails. Suppose \(E\) stays continuous at \(f_0\), but its slope jumps by \(J=\epsilon(f_0^+)-\epsilon(f_0^-)\). Splitting the integration by parts at \(f_0\) adds \(-f_0J\) to \(\Delta-\epsilon(1/2)\) if \(f_0<1/2\), or \((1-f_0)J\) if \(f_0>1/2\). If the energy itself jumps by \(D\), the integral of eigenvalues misses \(D\). The occupied level must therefore be followed along one continuous solution. A fractional electron that moves from the defect into a host band no longer measures the intended transition.

## Curvature in a double-donor model

Q: I would like to see the result in a case with a self-consistent orbital. What are we taking over?

A: The occupation path runs from an empty level to a filled one. Its energy difference is \(\Delta\), its eigenvalue is \(\epsilon=dE/df\), and its curvature is \(\kappa=E''=\epsilon'\). At fixed nuclei we have

\[
\Delta-\epsilon_{\rm mid}
=\frac{E'''_{\rm mid}}{24}+\cdots ,
\]

where "mid" denotes half occupation. The full correction is also a weighted integral of curvature. With \(f\) running from zero to one, the weight is \(-f\) before the midpoint and \(1-f\) after it.

For the example, let \(N\) be the number of electrons bound to a double donor. The charge states \(2+\), \(+\) and neutral have \(N=0,1,2\). Thus \(f=N-1\) for the \((+/0)\) transition and \(f=N\) for \((2+/+)\). Derivatives with respect to \(f\) and \(N\) are equal.

Q: What is being left out when you call this a donor?

A: It is an effective-mass model with core charge \(Z=2\), in a uniform host of effective mass \(m^*=0.3\) electron masses and relative permittivity \(\varepsilon_r=12\). These are round parameters. The atomic structure of the core, the conduction-band valleys, correlation, spin polarization and lattice relaxation are omitted. The band edge is the zero of energy.

With lengths in bohr and energies in rydberg, the one-electron operator is \(-\nabla_R^2/m^*-2Z/(\varepsilon_rR)\). Set \(R=(\varepsilon_r/m^*)r\). Then

\[
-\frac1{m^*}\nabla_R^2-\frac{2Z}{\varepsilon_rR}
=\frac{m^*}{\varepsilon_r^2}
\left(-\nabla_r^2-\frac{2Z}{r}\right).
\]

The electron repulsion scales by the same factor. The effective Rydberg, written Ry*, is therefore the ordinary rydberg times \(0.3/12^2\), or 28.345 meV. The effective Bohr radius is \(12/0.3=40\) bohr.

For smooth curvature, the half-occupation eigenvalue misses the total-energy difference by a leading term set by the third energy derivative, while uniform curvature causes no error. The double-donor model and its units are now fixed; it remains to choose its density functional and test the estimate on both transition levels.
